\section*{Why Mo/Si mirror reflectance peaks on the long-wavelength side}

\section{A band with a tilted top}

A Mo/Si mirror for extreme-ultraviolet lithography reflects a band a few per cent wide. Without absorption, a thick periodic mirror would reflect fully across this band. Absorption lowers the reflectance, and it does so unevenly: the top of the curve is tilted, and its maximum lies on the long-wavelength side of the band centre. Setting the Bragg centre on the source wavelength therefore does not set the maximum there.

The cause is the position of the standing wave. At the long-wavelength edge its antinodes lie in silicon, which absorbs weakly. At the short-wavelength edge they lie in molybdenum, which absorbs more. The maximum nevertheless stays inside the band, because the wave penetrates more deeply near either edge. A two-wave calculation gives both effects and the size of the shift.

\section{Two coupled waves}

Take normal incidence, time factor $e^{-i\omega t}$ and refractive index $n=1-\delta+i\beta$, so that positive $\beta$ means absorption. The permittivity is $\varepsilon=n^2$; single and double primes on material quantities denote real and imaginary parts. The period is $d$, the Mo fraction is $\Gamma$, and $z=0$ is the centre of a Mo layer. Define $k=2\pi/\lambda$ and $G=2\pi/d$. The optical constants are first held fixed across the band.

The mean permittivity and its first Fourier component are
\begin{align}
\varepsilon_0&=\Gamma\varepsilon_{\rm Mo}+(1-\Gamma)\varepsilon_{\rm Si},\\
\varepsilon_1&=\frac{\varepsilon_{\rm Mo}-\varepsilon_{\rm Si}}{d}
\int_{-\Gamma d/2}^{\Gamma d/2}\cos Gz\,dz
=(\varepsilon_{\rm Mo}-\varepsilon_{\rm Si})\,s,\qquad
s=\frac{\sin\pi\Gamma}{\pi}.
\end{align}
Mo has the smaller real permittivity and the larger absorption, so $\varepsilon_1'<0$ and $\varepsilon_1''>0$.

Near the first Bragg reflection, keep $\varepsilon\simeq\varepsilon_0+\varepsilon_1(e^{iGz}+e^{-iGz})$ and write
\begin{equation}
E=A(z)e^{iGz/2}+B(z)e^{-iGz/2}.
\end{equation}
Insert this in $d^2E/dz^2+k^2\varepsilon E=0$. The amplitudes vary slowly, so their second derivatives are dropped. The terms in $e^{\pm3iGz/2}$ are far from resonance and are dropped too. Equating the coefficients of $e^{iGz/2}$ and $e^{-iGz/2}$ gives
\begin{align}
iG\frac{dA}{dz}+\left(k^2\varepsilon_0-\frac{G^2}{4}\right)A+k^2\varepsilon_1B&=0,\\
-iG\frac{dB}{dz}+\left(k^2\varepsilon_0-\frac{G^2}{4}\right)B+k^2\varepsilon_1A&=0.
\end{align}
With $\Delta=(k^2\varepsilon_0-G^2/4)/G$ and $\kappa=k^2\varepsilon_1/G$, division by $\pm iG$ yields
\begin{equation}
\frac{dA}{dz}=i\Delta A+i\kappa B,\qquad
\frac{dB}{dz}=-i\Delta B-i\kappa A.
\label{eq:coupled}
\end{equation}

Let $r=B/A$. In an opaque mirror the remaining stack looks the same after each period, so $r$ does not depend on depth:
\begin{equation}
0=\frac{dr}{dz}=\frac1A\frac{dB}{dz}-\frac{r}{A}\frac{dA}{dz}
=-i\kappa-2i\Delta r-i\kappa r^2 .
\end{equation}
Dividing by $-i\kappa r$ gives
\begin{equation}
r+\frac1r=-2u,\qquad
u=\frac{\Delta}{\kappa}=\frac{\varepsilon_0-w}{\varepsilon_1},\qquad
w=\frac{G^2}{4k^2}=\left(\frac{\lambda}{2d}\right)^2 .
\label{eq:r}
\end{equation}
The two roots have product one. The root with $|r|<1$ is the wave that decays into the mirror, and $R=|r|^2$. Reflection at the step from vacuum to the mean index is neglected here.

To obtain $R$ without the phase of $r$, use
\begin{equation}
2(1-u)=\frac{(1+r)^2}{r},\qquad 2(1+u)=-\frac{(1-r)^2}{r}.
\end{equation}
Since $|1+r|^2+|1-r|^2=2+2|r|^2$, adding the moduli gives
\begin{equation}
S\equiv\sqrt R+\frac1{\sqrt R}=|1-u|+|1+u|
=\frac{|\varepsilon_0-w-\varepsilon_1|+|\varepsilon_0-w+\varepsilon_1|}{|\varepsilon_1|}.
\label{eq:S}
\end{equation}

\section{Where the maximum lies}

Measure position in the band by
\begin{equation}
y=\frac{w-\varepsilon_0'}{|\varepsilon_1'|},\qquad
\lambda=2d\sqrt{\varepsilon_0'+y|\varepsilon_1'|}.
\label{eq:lambda}
\end{equation}
Without loss $u=y$, and the band is $-1<y<1$. At the long edge, $y=1$ gives $r=-1$ and $E\propto\sin(Gz/2)$: a node at the Mo centre and an antinode at the Si centre. At the short edge, $y=-1$ gives $r=1$ and $E\propto\cos(Gz/2)$, with the antinode in Mo.

With loss, define $a=\varepsilon_0''-\varepsilon_1''$ and $b=\varepsilon_0''+\varepsilon_1''$. These are the effective losses for full standing waves with antinodes in Si and in Mo. Because $\varepsilon_1'=-|\varepsilon_1'|$,
\begin{align}
\varepsilon_0-w-\varepsilon_1&=|\varepsilon_1'|(1-y)+ia,\\
\varepsilon_0-w+\varepsilon_1&=-|\varepsilon_1'|(1+y)+ib,
\end{align}
and Eq.~\eqref{eq:S} becomes
\begin{equation}
|\varepsilon_1|S=\sqrt{\varepsilon_1'^2(1-y)^2+a^2}
+\sqrt{\varepsilon_1'^2(1+y)^2+b^2}.
\label{eq:path}
\end{equation}
For $R<1$, $S$ falls as $R$ rises, so the maximum of $R$ is the minimum of $S$. Setting the derivative to zero gives
\begin{equation}
\frac{1-y}{\sqrt{\varepsilon_1'^2(1-y)^2+a^2}}
=\frac{1+y}{\sqrt{\varepsilon_1'^2(1+y)^2+b^2}} .
\end{equation}
Both sides must have the same sign, so $-1<y<1$. Squaring and cross-multiplying cancels the terms in $\varepsilon_1'^2$ and leaves $(1-y)b=(1+y)a$. Hence
\begin{equation}
y_*=\frac{b-a}{b+a}=\frac{\varepsilon_1''}{\varepsilon_0''}.
\label{eq:ystar}
\end{equation}
This is a minimum of $S$ because both square roots are convex in $y$. The shift from band centre towards the long edge, as a fraction of the half-width of the band in $w$, equals the first Fourier component of the absorption, $\varepsilon_1''$, divided by its mean, $\varepsilon_0''$.

At this point $1-y_*=a/\varepsilon_0''$ and $1+y_*=b/\varepsilon_0''$. The square roots in Eq.~\eqref{eq:path} are then $a$ and $b$ times the common factor $\sqrt{1+\varepsilon_1'^2/\varepsilon_0''^2}$. As $a+b=2\varepsilon_0''$,
\begin{equation}
\frac{S_*}{2}=\sqrt{\frac{\varepsilon_1'^2+\varepsilon_0''^2}{|\varepsilon_1|^2}}
=\sqrt{1+\eta^2},\qquad
\eta=\frac{\sqrt{\varepsilon_0''^2-\varepsilon_1''^2}}{|\varepsilon_1|}
=\frac{\sqrt{ab}}{|\varepsilon_1|},
\label{eq:peak}
\end{equation}
and $\sqrt{R_*}=\sqrt{1+\eta^2}-\eta$. For weak loss, $1-R_*\simeq2\eta$: the missing reflectance at the maximum is set by the geometric mean of the two antinode losses.

The edges behave differently. For weak loss at $y=1$, Eq.~\eqref{eq:path} gives $S-2\simeq a/|\varepsilon_1'|$. Since $S-2=(1-\sqrt R)^2/\sqrt R$, it follows that $1-R\simeq2\sqrt{a/|\varepsilon_1'|}$. At $y=-1$, $b$ replaces $a$. A small loss thus enters linearly at the maximum but as a square root at the edges, which is why absorption rounds the corners so strongly. These weak-loss forms show the scaling only: for the Mo/Si constants used below they give $1-R\simeq0.29$ at the maximum, 0.63 at the long edge and 0.93 at the short edge, where Eq.~\eqref{eq:path} gives 0.25, 0.48 and 0.60.

\section{Absorption rate and penetration}

The intensity is $|A|^2|1+re^{-iGz}|^2$. Neglect the decay of $|A|^2$ within one period and average over the Mo layer, where the term odd in $z$ vanishes. The share of the integrated intensity lying in Mo is
\begin{equation}
p_{\rm Mo}=\Gamma+Ms,\qquad M=\frac{2\,{\rm Re}\,r}{1+R}.
\label{eq:share}
\end{equation}
The real part of Eq.~\eqref{eq:r} is ${\rm Re}\,r\,(1+R)/R=-2\,{\rm Re}\,u$. With $S^2=(1+R)^2/R$ this gives $M=-4\,{\rm Re}\,u/S^2$.

For the energy balance, Eq.~\eqref{eq:coupled} gives
\begin{align}
\frac{d|A|^2}{dz}&=-2\Delta''|A|^2+2{\rm Re}(i\kappa A^*B),\\
\frac{d|B|^2}{dz}&=2\Delta''|B|^2-2{\rm Re}(i\kappa AB^*).
\end{align}
Subtract these and use the fact that $A^*B+AB^*=2{\rm Re}(A^*B)$ is real:
\begin{equation}
\frac{d}{dz}(|A|^2-|B|^2)=-2\Delta''(|A|^2+|B|^2)-4\kappa''{\rm Re}(A^*B).
\end{equation}
Now put $B=rA$ and $|A|^2\propto e^{-z/L}$, where $L$ is the $1/e$ depth of the intensity. Since $\kappa''/\Delta''=\varepsilon_1''/\varepsilon_0''$,
\begin{equation}
\frac{1-R}{1+R}=2\Delta''fL,\qquad f=1+M\frac{\varepsilon_1''}{\varepsilon_0''}.
\label{eq:balance}
\end{equation}
Here $f$ is the absorption rate relative to that of a uniform intensity. The loss of reflectance depends on rate times depth.

The depth has its own dependence on wavelength. Differentiating Eq.~\eqref{eq:coupled} once more gives $d^2A/dz^2=(\kappa^2-\Delta^2)A$. Without loss the decay constant is $|\kappa|\sqrt{1-y^2}$, which vanishes at both edges. Moving from the centre to the long edge lowers $f$ but eventually raises $L$ faster, and the maximum is the compromise.

At the maximum, $\varepsilon_0-w=y_*\varepsilon_1'+i\varepsilon_0''$. Multiplying by $\varepsilon_1^*/|\varepsilon_1|^2$ and using $\varepsilon_1''=y_*\varepsilon_0''$ gives ${\rm Re}\,u=y_*(\varepsilon_1'^2+\varepsilon_0''^2)/|\varepsilon_1|^2=y_*S_*^2/4$. Therefore $M=-y_*$ and $f=1-y_*^2$.

\section{How large the effect is}

Take $d=6.9$~nm, $\Gamma=0.4$ and rough typical constants near 13.5~nm: $\delta=0.076$, $\beta=0.0064$ for Mo and $\delta=0.001$, $\beta=0.0018$ for Si. Then
\begin{equation}
\varepsilon_0=0.94029+0.00689i,\qquad
\varepsilon_1=-0.04367+0.00249i .
\end{equation}
The antinode losses are $a=0.0044$ and $b=0.0094$. Equations~\eqref{eq:ystar} and \eqref{eq:lambda} give
\begin{align}
y_*&=\frac{0.00249}{0.00689}\simeq0.36,\\
\lambda_*&=13.8\sqrt{0.94029+0.36\times0.04367}\ {\rm nm}\simeq13.49\ {\rm nm},
\end{align}
or 91.9~eV. The band centre is at 13.38~nm. Equation~\eqref{eq:peak} gives $\eta\simeq0.147$ and $R_*\simeq0.746$. For the opaque mirror the two-wave formulas give:

\begin{center}
\begin{tabular}{lccccc}
Position & $\lambda$ (nm) & $R$ & $p_{\rm Mo}$ & $f$ & $L$ (nm)\\
Short edge & 13.07 & 0.40 & 0.64 & 1.29 & 95\\
Centre & 13.38 & 0.73 & 0.40 & 1.00 & 47\\
Maximum & 13.49 & 0.75 & 0.29 & 0.87 & 51\\
Long edge & 13.69 & 0.52 & 0.13 & 0.67 & 148
\end{tabular}
\end{center}

Mo fills 40\% of the thickness but holds 64\% of the intensity at the short edge and 13\% at the long edge. From the centre to the maximum, $f$ falls by 13\% while $L$ grows by 9\%, so reflectance gains a little. At the long edge $f$ is lower still, but $L$ is nearly three times its value at the maximum.

The two-wave formula was tested against exact layer matrices for opaque stacks entered at the centre of a Mo layer from a medium of index $\sqrt{\varepsilon_0'}$, over $|y|\le1.5$, with the absorption contrast kept, removed and reversed. The largest error in $R$ was 0.020 in absolute reflectance. When every $\varepsilon-1$ was reduced tenfold, it fell to 0.0018, as expected for a theory of leading order in optical contrast.

\section{Separating the cause}

A real mirror has a finite number of periods and a vacuum surface. The next results are exact layer-matrix solutions for 40 periods with Si on top and a Si substrate. The real permittivities and the mean absorption $\varepsilon_0''$ are held fixed; the absorption contrast is kept, removed or reversed. The last two mirrors are hypothetical.

\begin{center}
\begin{tabular}{lcccc}
Contrast & Peak (nm) & $R_{\rm peak}$ & $R$, short edge & $R$, long edge\\
Actual & 13.484 & 0.731 & 0.421 & 0.593\\
Removed & 13.383 & 0.714 & 0.481 & 0.507\\
Reversed & 13.282 & 0.725 & 0.563 & 0.443
\end{tabular}
\end{center}

For this termination, removing the contrast returns the peak to the band centre (with Mo on top it would lie 0.013~nm above it), and reversing it moves the peak by 0.10~nm to the other side. Equation~\eqref{eq:path} predicts this: equal $a$ and $b$ make $S$ even in $y$, and exchanging them reflects the curve. The small edge difference that remains without contrast lies outside the opaque two-wave model. Finite thickness, the vacuum surface and the dropped waves can all contribute; they are not separated here. Contrast of either sign raises the peak, in line with the geometric mean in Eq.~\eqref{eq:peak}, which is never above the arithmetic mean.

The power budget of the actual mirror shows where the light goes. At the short edge 45\% of the incident power is absorbed in Mo and 8\% in Si. At the peak the figures are 15\% and 11\%; at the long edge, 12\% and 22\%. Silicon takes the larger part at the long edge, although it absorbs more weakly, because it holds most of the intensity there. The numerical output gives the remaining fractions.

In general, the opaque two-wave model puts the maximum on the long-wavelength side when the layer of higher real permittivity is the weaker absorber. If that layer is the stronger absorber, the skew reverses.

\section{Real mirrors and what to do}

The period, period number and constants used here are in the usual range for EUV mirrors, whose peak reflectance is very roughly 70\%. The sharp interfaces are an idealization. Gaussian smoothing of the permittivity with width $\sigma$ leaves $\varepsilon_0$ unchanged and multiplies $\varepsilon_1$ by $e^{-G^2\sigma^2/2}$. For an assumed $\sigma=0.5$~nm this factor is 0.90. The opaque two-wave peak then falls from 0.746 to 0.720, and $y_*$ falls from 0.36 to 0.33; exact layer matrices for the smoothed opaque stack give a peak of 0.725. Real interlayers can be wider, unequal and chemically distinct. Surface oxide, capping layers and thickness errors are also left out.

Dispersion narrows the band and reduces the shift. With assumed smooth laws $\delta\propto\lambda^2$ and $\beta\propto\lambda^3$ for both materials, the shift due to absorption contrast changes from 0.101 to 0.096~nm, and the full width at half maximum from 0.710 to 0.665~nm. For Si the law for $\delta$ is only a rough stand-in: the Si L edge, at roughly 12.4~nm, is about 0.7~nm below the short edge of this band, and $\delta$ varies faster near it than $\lambda^2$. An assumed logarithmic variation of the Si $\delta$ towards the edge, with an extra slope of 0.005 to 0.011 per nm at 13.5~nm, lowers the width further to 0.64--0.62~nm and the distance from band centre to peak to 0.085--0.075~nm. Quantitative work, and above all a mirror designed near that edge, needs tabulated constants at each wavelength.

For design, three consequences follow.

\begin{itemize}
\item For a source line much narrower than the mirror band, place the calculated maximum, not the Bragg centre, on the source wavelength. For a broader source, maximize the power integrated over its spectrum after all reflections; with a tilted top, the best position moves from the maximum towards the band centre, in this example by 0.02~nm for a flat spectrum 0.27~nm wide and by 0.05~nm for one 0.5~nm wide. With fixed constants and sharp interfaces, the maximum and the Bragg centre of this example differ by 0.10~nm, in a band whose full width at half maximum is 0.71~nm; dispersion reduces both numbers.
\item Include the angle of incidence. At $6^\circ$ the peak moves from 13.484 to 13.407~nm for s polarization and 13.401~nm for p polarization. With constants, layer fraction and angle fixed, wavelength scales with period, so a peak at 13.5~nm needs $d\simeq6.9\times13.5/13.407\simeq6.95$~nm.
\item When inferring the period from a measured curve, fit a model with complex optical constants. Taking the peak as the band centre would overestimate the period of this example by about 0.8\%, since $13.484/13.382\simeq1.008$.
\end{itemize}

Equation~\eqref{eq:ystar} serves for a first estimate when the stack is nearly opaque, the optical contrast is small and the constants vary little across the band. The final period should come from a full layer calculation with the actual interfaces and surface layers.

\section*{Table of computed values}
\begin{verbatim}
Period 6.9 nm, Mo fraction 0.4, periods 40
Mo rough constants: delta 0.076, beta 0.0064
Si rough constants: delta 0.001, beta 0.0018
eps Mo = 0.85374 + 0.01183 i
eps Si = 0.99800 + 0.00360 i
e0 = 0.94029 + 0.00689 i
e1 = -0.04367 + 0.00249 i
Loss, antinode in Si: 0.00440
Loss, antinode in Mo: 0.00938
Band centre: 13.382 nm
Predicted peak offset y*: 0.3617
Predicted peak: 13.494 nm = 91.88 eV
Opaque stack, two-wave formulas:
 short edge: 13.067 nm, R 0.3999, Mo share 0.644, rate f 1.292, depth 94.9 nm
 centre: 13.382 nm, R 0.7311, Mo share 0.397, rate f 0.997, depth 46.7 nm
 peak: 13.494 nm, R 0.7463, Mo share 0.290, rate f 0.869, depth 50.9 nm
 long edge: 13.689 nm, R 0.5186, Mo share 0.126, rate f 0.673, depth 147.8 nm
Largest error in R at contrast x 1.0: 0.01968
Largest error in R at contrast x 0.1: 0.00175
Finite mirror in vacuum, exact:
 actual absorption: peak 13.484 nm, R 0.7312; R short edge 0.4207, long edge 0.5930
 uniform absorption: peak 13.383 nm, R 0.7142; R short edge 0.4806, long edge 0.5074
 reversed absorption: peak 13.282 nm, R 0.7253; R short edge 0.5627, long edge 0.4433
Full width at half maximum: 0.710 nm
Power fractions of the finite mirror (short edge, peak, long edge):
 13.067 nm: R 0.4207, in Mo 0.4539, in Si 0.0837, substrate 0.0417
 13.484 nm: R 0.7312, in Mo 0.1496, in Si 0.1084, substrate 0.0109
 13.689 nm: R 0.5930, in Mo 0.1249, in Si 0.2170, substrate 0.0651
Neglected effects:
 dispersion: peak 13.482 nm, R 0.7313
 dispersion, uniform absorption: peak 13.386 nm
 peak shift by absorption contrast: frozen constants 0.101 nm, dispersive 0.096 nm
 interdiffusion 0.5 nm: e1 factor 0.9015, y* 0.3261
 interdiffusion peak R: exact 0.7250, formula 0.7198
 6 degrees, s wave: peak 13.407 nm, R 0.7317
 6 degrees, p wave: peak 13.401 nm, R 0.7243
 Si L edge (rough 100 eV): 12.4 nm, 0.7 nm below the short band edge
\end{verbatim}
